# Link-life spread from single-link and 100-link chain medians: a program that tests the result

```python
"""Link-life spread from the medians of single links and of series chains.

Result under test: if link lives are independent and lognormal, and a chain of
N links fails with its first link, then
    sigma = ln(R) / z,   Phi(-z) = 1 - 2**(-1/N),
where R = (single-link median) / (chain median), sigma is the standard
deviation of the natural logarithm of link life, and Phi is the standard
normal distribution function. R = 2 and N = 100 should give about 0.28.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import norm, beta as beta_law, weibull_min

# Inputs: round model values in the regime of copper electromigration tests
link_median = 100.0        # h
chain_median = 50.0        # h
n_links = 100
n_long = 1000              # links in a longer chain used for prediction
n_specimens = 31           # specimens of each kind
temperature_c = 300.0      # degrees Celsius
activation_energy = 0.9    # eV
temperature_offset = 2.0   # K, chain hotter than single link
shared_fraction = 0.2      # share of log variance common to a whole chain

# Derived formula
ratio = link_median / chain_median
log_ratio = np.log(ratio)
p_link = 1.0 - 2.0 ** (-1.0 / n_links)
z = -norm.ppf(p_link)
sigma = log_ratio / z

# Newton inversion of the normal tail, as done by hand
newton = [2.5]
for _ in range(2):
    x = newton[-1]
    newton.append(x + (norm.sf(x) - p_link) / norm.pdf(x))
assert abs(newton[-1] - z) < 1e-4


def chain_median_from_density(median, spread, number):
    """Integrate the link density in time, then solve for chain survival 1/2."""
    def density(t):
        u = np.log(t / median) / spread
        return np.exp(-0.5 * u * u) / (t * spread * np.sqrt(2 * np.pi))

    def excess(t):
        failed = quad(density, 0.0, t, epsabs=1e-13, epsrel=1e-10, limit=200)[0]
        return number * np.log1p(-failed) + np.log(2.0)

    return brentq(excess, 0.1 * median, median, xtol=1e-9)


median_check = chain_median_from_density(link_median, sigma, n_links)
assert abs(median_check - chain_median) < 1e-4

# Simulation of chains, link by link
rng = np.random.default_rng(12345)
n_chains = 40000
link_scores = rng.standard_normal((n_chains, n_links))
lowest_two = np.partition(link_scores, 1, axis=1)[:, :2]
first_score = lowest_two[:, 0].copy()
second_score = lowest_two[:, 1].copy()
simulated_link = link_median * np.exp(
    sigma * np.median(rng.standard_normal(400000)))
simulated_chain = link_median * np.exp(sigma * np.median(first_score))
assert abs(np.log(simulated_link / simulated_chain) - log_ratio) < 0.005
del link_scores

# Logarithmic spread of chain life
def min_density(x):
    return n_links * norm.pdf(x) * norm.sf(x) ** (n_links - 1)


mean_min = quad(lambda x: x * min_density(x), -10, 5, limit=200)[0]
var_min = quad(lambda x: (x - mean_min) ** 2 * min_density(x),
               -10, 5, limit=200)[0]
chain_spread = sigma * np.sqrt(var_min)
assert abs(sigma * first_score.std() / chain_spread - 1) < 0.02

# Sampling error of sigma from two sample medians
link_density = norm.pdf(0) / sigma
chain_density = n_links * norm.pdf(z) / (2 * (1 - p_link) * sigma)
error_link = 1 / (2 * link_density * np.sqrt(n_specimens))
error_chain = 1 / (2 * chain_density * np.sqrt(n_specimens))
sigma_error = np.hypot(error_link, error_chain) / z
repeats = 3000
single_logs = sigma * rng.standard_normal((repeats, n_specimens))
chain_logs = sigma * rng.standard_normal(
    (repeats, n_specimens, n_links)).min(axis=2)
estimates = (np.median(single_logs, axis=1)
             - np.median(chain_logs, axis=1)) / z
# tolerance covers simulation noise and the large-sample approximation
assert abs(estimates.std() / sigma_error - 1) < 0.06

# Weibull links with the same median ratio
shape = np.log(n_links) / log_ratio
weibull_spread = np.pi / (shape * np.sqrt(6))
scale = link_median / weibull_min.ppf(0.5, shape)


def weibull_chain_median(number):
    return brentq(lambda t: number * weibull_min.logsf(t, shape, scale=scale)
                  + np.log(2.0), 1.0, link_median)


assert abs(weibull_chain_median(n_links) - chain_median) < 1e-6


def log_weibull_density(y):
    return np.exp(y - np.exp(y))


mean_y = quad(lambda y: y * log_weibull_density(y), -40, 5, limit=200)[0]
var_y = quad(lambda y: (y - mean_y) ** 2 * log_weibull_density(y),
             -40, 5, limit=200)[0]
assert abs(np.sqrt(var_y) / shape - weibull_spread) < 1e-6

# Predictions for a longer chain
z_long = -norm.ppf(1 - 2.0 ** (-1.0 / n_long))
long_lognormal = link_median * np.exp(-sigma * z_long)
long_weibull = link_median * n_long ** (-1 / shape)
assert abs(chain_median_from_density(link_median, sigma, n_long)
           - long_lognormal) < 1e-3
assert abs(weibull_chain_median(n_long) - long_weibull) < 1e-6

# Neglected effect: chain hotter than the single link
boltzmann = constants.value("Boltzmann constant in eV/K")
temperature = constants.convert_temperature(temperature_c, "Celsius", "Kelvin")
acceleration = np.exp(activation_energy / boltzmann
                      * (1 / temperature
                         - 1 / (temperature + temperature_offset)))
sigma_heating = (log_ratio - np.log(acceleration)) / z
assert abs(chain_median_from_density(link_median / acceleration,
                                     sigma_heating, n_links)
           - chain_median) < 1e-4

# Neglected effect: variation shared by all links of a chain
root_shared = np.sqrt(shared_fraction)
root_own = np.sqrt(1 - shared_fraction)


def shared_survival(x):
    return quad(lambda u: norm.pdf(u)
                * norm.sf((x - root_shared * u) / root_own) ** n_links,
                -8, 8, limit=200)[0]


z_shared = -brentq(lambda x: shared_survival(x) - 0.5, -5, 0)
sigma_shared = log_ratio / z_shared
sigma_shared_rough = sigma / root_own
shared_logs = sigma_shared * (root_shared * rng.standard_normal(n_chains)
                              + root_own * first_score)
assert abs(np.median(shared_logs) + log_ratio) < 0.007
assert abs(sigma_shared_rough / sigma_shared - 1) < 0.02

# Neglected effect: first link failure missed, second one recorded
p_second = beta_law.ppf(0.5, 2, n_links - 1)
z_second = -norm.ppf(p_second)
sigma_second = log_ratio / z_second
assert abs(sigma_second * np.median(second_score) + log_ratio) < 0.005

print(f"Single-link median: {link_median:.1f} h")
print(f"Chain median: {chain_median:.1f} h")
print(f"Links per chain: {n_links}")
print(f"Median ratio R: {ratio:.3f}")
print(f"ln R: {log_ratio:.5f}")
print(f"Link failed fraction at chain median p: {p_link:.7f}")
print(f"Approximation (ln 2)/N: {np.log(2) / n_links:.7f}")
print(f"Normal tail Q(2.5): {norm.sf(2.5):.7f}")
print(f"Normal density at 2.5: {norm.pdf(2.5):.7f}")
print(f"Newton first iterate: {newton[1]:.5f}")
print(f"Newton second iterate: {newton[2]:.5f}")
print(f"Quantile z: {z:.5f}")
print(f"Link log standard deviation sigma: {sigma:.4f}")
print(f"Chain median by density integration: {median_check:.4f} h")
print(f"Simulated single-link median: {simulated_link:.2f} h")
print(f"Simulated chain median: {simulated_chain:.2f} h")
print(f"Chain spread / link spread: {np.sqrt(var_min):.4f}")
print(f"Chain log standard deviation: {chain_spread:.4f}")
print(f"Specimens of each kind: {n_specimens}")
print(f"Error of ln single-link median: {error_link:.4f}")
print(f"Error of ln chain median: {error_chain:.4f}")
print(f"Standard error of sigma, formula: {sigma_error:.4f}")
print(f"Standard error of sigma, simulated: {estimates.std():.4f}")
print(f"Weibull shape for same ratio: {shape:.4f}")
print(f"Weibull log standard deviation: {weibull_spread:.4f}")
print(f"Links in longer chain: {n_long}")
print(f"Quantile z for longer chain: {z_long:.5f}")
print(f"Longer-chain median, lognormal links: {long_lognormal:.2f} h")
print(f"Longer-chain median, Weibull links: {long_weibull:.2f} h")
print(f"Test temperature: {temperature:.2f} K")
print(f"Activation energy: {activation_energy:.2f} eV")
print(f"Chain temperature offset: {temperature_offset:.1f} K")
print(f"Thermal acceleration of chain: {acceleration:.4f}")
print(f"sigma corrected for offset: {sigma_heating:.4f}")
print(f"Shared fraction of log variance: {shared_fraction:.2f}")
print(f"Quantile with shared variation: {z_shared:.4f}")
print(f"Total sigma with shared variation: {sigma_shared:.4f}")
print(f"Rough estimate sigma/sqrt(1-rho): {sigma_shared_rough:.4f}")
print(f"Link failed fraction, second failure: {p_second:.6f}")
print(f"Quantile for second failure: {z_second:.4f}")
print(f"sigma if second failure is recorded: {sigma_second:.4f}")
print("verified")
```

Printed output:

```
Single-link median: 100.0 h
Chain median: 50.0 h
Links per chain: 100
Median ratio R: 2.000
ln R: 0.69315
Link failed fraction at chain median p: 0.0069075
Approximation (ln 2)/N: 0.0069315
Normal tail Q(2.5): 0.0062097
Normal density at 2.5: 0.0175283
Newton first iterate: 2.46019
Newton second iterate: 2.46203
Quantile z: 2.46204
Link log standard deviation sigma: 0.2815
Chain median by density integration: 50.0000 h
Simulated single-link median: 100.03 h
Simulated chain median: 49.94 h
Chain spread / link spread: 0.4294
Chain log standard deviation: 0.1209
Specimens of each kind: 31
Error of ln single-link median: 0.0634
Error of ln chain median: 0.0261
Standard error of sigma, formula: 0.0278
Standard error of sigma, simulated: 0.0279
Weibull shape for same ratio: 6.6439
Weibull log standard deviation: 0.1930
Links in longer chain: 1000
Quantile z for longer chain: 3.19759
Longer-chain median, lognormal links: 40.65 h
Longer-chain median, Weibull links: 35.36 h
Test temperature: 573.15 K
Activation energy: 0.90 eV
Chain temperature offset: 2.0 K
Thermal acceleration of chain: 1.0654
sigma corrected for offset: 0.2558
Shared fraction of log variance: 0.20
Quantile with shared variation: 2.2260
Total sigma with shared variation: 0.3114
Rough estimate sigma/sqrt(1-rho): 0.3148
Link failed fraction, second failure: 0.016727
Quantile for second failure: 2.1266
sigma if second failure is recorded: 0.3259
verified
```
